# Lattice Tilt from an Excess of Same-Sign 60-Degree Misfit Dislocations: verification in Python

```python
"""
Result under test: a film on a thick substrate, with n_plus and n_minus misfit
dislocations per unit length having out-of-plane Burgers components +b_z, -b_z,
is rotated relative to the substrate by theta = (n_plus - n_minus) * b_z (rad).

Axes: x in the interface, normal to the lines; y along the lines; z outward.
a: cubic lattice parameter, b_x: in-plane edge component, nu: Poisson ratio,
f: misfit (film lattice larger), relief: misfit taken up by dislocations,
beta[i, j]: derivative of displacement i along j, from the substrate lattice.
Lengths are in nm and line densities in 1/nm unless a label says otherwise.
"""
import itertools
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

NM_PER_CM = 1.0e7
b_z = 0.28
a = 2 * b_z
b_x = a / (2 * np.sqrt(2))
n_plus, n_minus = 2e5 / NM_PER_CM, 1e5 / NM_PER_CM
n_net, n_total = n_plus - n_minus, n_plus + n_minus
nu, f, miscut = 0.31, 0.01, np.radians(2.0)
film_thickness, window = 100.0, 1.0e4
theta = n_net * b_z

# --- Burgers vectors of 60-degree lines, by enumeration -------------------
line = np.array([1, -1, 0]) / np.sqrt(2)
across = np.array([1, 1, 0]) / np.sqrt(2)
sixty = []
for v in itertools.product((-1, 0, 1), repeat=3):
    if np.dot(v, v) == 2:
        b = a / 2 * np.array(v)
        cosine = b @ line / np.linalg.norm(b)
        if np.isclose(abs(cosine), 0.5):
            sixty.append(b)
assert len(sixty) == 8
planes_by_tilt = {1: set(), -1: set()}
for b in sixty:
    assert np.isclose(abs(b[2]), b_z)
    assert np.isclose(abs(b @ across), b_x)
    if b @ across > 0:
        normal = np.cross(line, b)
        normal = normal / normal[2]
        assert np.allclose(np.abs(normal), 1.0)  # a {111} glide plane
        planes_by_tilt[int(np.sign(b[2]))].add(tuple(np.rint(normal).astype(int)))
assert len(planes_by_tilt[1]) == len(planes_by_tilt[-1]) == 1
assert planes_by_tilt[1].isdisjoint(planes_by_tilt[-1])


# --- Elastic film with a free surface and discrete dislocations -----------
def element_stiffness(poisson):
    """Square bilinear element, plane strain, shear modulus 1."""
    lam = 2 * poisson / (1 - 2 * poisson)
    C = np.array([[lam + 2, lam, 0], [lam, lam + 2, 0], [0, 0, 1.0]])
    corners = np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
    K = np.zeros((8, 8))
    for p, q in itertools.product((-1 / np.sqrt(3), 1 / np.sqrt(3)), repeat=2):
        dx = corners[:, 0] * (1 + corners[:, 1] * q) / 4
        dz = corners[:, 1] * (1 + corners[:, 0] * p) / 4
        B = np.zeros((3, 8))
        B[0, 0::2], B[1, 1::2] = dx, dz
        B[2, 0::2], B[2, 1::2] = dz, dx
        K += B.T @ C @ B
    return K


def solve_film(signs, poisson, step):
    """Mean rotation of each element row, core row, and surface slope.

    Each line is made by a displacement jump on a vertical cut that runs
    from the interface to the free surface. The substrate base is clamped.
    """
    period, substrate = 100.0, 160.0
    positions = (0.0, 32.0, 68.0)
    nx = round(period / step)
    core = round(substrate / step)
    nz = core + round(film_thickness / step)
    i, j = np.meshgrid(np.arange(nx), np.arange(nz), indexing="ij")
    left, right = i * (nz + 1) + j, ((i + 1) % nx) * (nz + 1) + j
    nodes = np.stack([left, right, right + 1, left + 1], axis=-1).reshape(-1, 4)
    dof = (2 * nodes[:, :, None] + np.array([0, 1])).reshape(-1, 8)
    jump = np.zeros((nx, nz, 4, 2))
    above = np.heaviside(np.arange(nz + 1) - core, 0.5)
    for x_line, sign in zip(positions, signs):
        burgers = np.array([b_x, sign * b_z])
        col = round(x_line / step)
        jump[col, :, 0] = -above[:-1, None] * burgers
        jump[col, :, 3] = -above[1:, None] * burgers
    K = element_stiffness(poisson)
    size = 2 * nx * (nz + 1)
    rows, cols = np.repeat(dof, 8, axis=1).ravel(), np.tile(dof, (1, 8)).ravel()
    matrix = coo_matrix((np.tile(K.ravel(), len(dof)), (rows, cols)),
                        shape=(size, size)).tocsr()
    load = -np.bincount(dof.ravel(), (jump.reshape(-1, 8) @ K).ravel(),
                        minlength=size)
    free = np.flatnonzero((np.arange(size) // 2) % (nz + 1) > 0)
    u = np.zeros(size)
    u[free] = spsolve(matrix[free][:, free].tocsc(), load[free])
    ue = u[dof].reshape(nx, nz, 4, 2) + jump
    d_x = (ue[:, :, 1] + ue[:, :, 2] - ue[:, :, 0] - ue[:, :, 3]) / (2 * step)
    d_z = (ue[:, :, 3] + ue[:, :, 2] - ue[:, :, 0] - ue[:, :, 1]) / (2 * step)
    rotation = (d_x[:, :, 1] - d_z[:, :, 0]) / 2
    surface_slope = (ue[:, -1, 2, 1] - ue[:, -1, 3, 1]) / step
    return rotation.mean(axis=0), core, surface_slope


for signs, poisson in (((1, 1, -1), 0.31), ((1, 1, 1), 0.20), ((-1, 1, -1), 0.40)):
    rotation, core, slope_coarse = solve_film(signs, poisson, 4.0)
    expected = sum(signs) / 100.0 * b_z
    assert np.allclose(rotation[core + 1:], expected, rtol=1e-6, atol=0)
    assert np.allclose(rotation[:core - 1], 0, atol=1e-9)
rotation, core, slope = solve_film((1, 1, -1), nu, 2.0)
fe_tilt = rotation[core + 1:].mean()
assert np.isclose(fe_tilt, theta, rtol=1e-6)
ripple = np.max(np.abs(slope - slope.mean()))
_, _, slope_coarse = solve_film((1, 1, -1), nu, 4.0)
ripple_coarse = np.max(np.abs(slope_coarse - slope_coarse.mean()))
# The two meshes differ by discretization error of the decaying field.
assert abs(ripple_coarse / ripple - 1) < 0.10

# --- Miscut substrate: traction-free film on an inclined interface --------
relief = n_total * b_x


def inclined_film_tilt(angle):
    """Tilt of the film (001) planes from the uniform elastic solution."""
    n = np.array([-np.sin(angle), 0, np.cos(angle)])
    t = np.array([np.cos(angle), 0, np.sin(angle)])
    lam = 2 * nu / (1 - 2 * nu)
    fixed = np.outer([relief, 0, theta], t) + np.diag([0, relief, 0])

    def traction(beta, misfit):
        strain = (beta + beta.T) / 2 - misfit * np.eye(3)
        return (lam * np.trace(strain) * np.eye(3) + 2 * strain) @ n

    response = np.column_stack([traction(np.outer(e, n), 0) for e in np.eye(3)])
    g = np.linalg.solve(response, -traction(fixed, f))
    return (fixed + np.outer(g, n))[2, 0]


eps_zz = f + 2 * nu / (1 - nu) * (f - relief)
miscut_tilt = eps_zz * np.tan(miscut)
tilt_up, tilt_down = inclined_film_tilt(miscut), inclined_film_tilt(-miscut)
assert np.isclose((tilt_down - tilt_up) / 2, miscut_tilt, rtol=0.01)

# --- Scatter of the tilt for random line positions and signs --------------
scatter = b_z * np.sqrt(n_total / window)
rng = np.random.default_rng(7)
n_windows = 10000
count = round(n_total * window * n_windows)
place = rng.integers(0, n_windows, count)
sign = np.where(rng.random(count) < n_plus / n_total, 1.0, -1.0)
local_tilt = np.bincount(place, sign, minlength=n_windows) * b_z / window
assert np.isclose(local_tilt.std(), scatter, rtol=0.04)  # sampling error < 1 %
assert np.isclose(local_tilt.mean(), theta, rtol=0.01)

# --- Finite-angle forms ---------------------------------------------------
forms = np.array([np.arctan(theta), np.arcsin(theta), 2 * np.arcsin(theta / 2)])
finite_angle = np.max(np.abs(forms - theta))
assert finite_angle < 1e-5 * theta

deg = np.degrees
print(f"Out-of-plane Burgers component b_z: {b_z:.3f} nm")
print(f"Lattice parameter a = 2 b_z: {a:.3f} nm")
print(f"In-plane edge component b_x: {b_x:.4f} nm")
print(f"Burgers vector length: {np.linalg.norm(sixty[0]):.4f} nm")
print(f"Number of 60-degree Burgers vectors: {len(sixty)}")
print(f"Density n_plus: {n_plus * NM_PER_CM:.2e} per cm")
print(f"Density n_minus: {n_minus * NM_PER_CM:.2e} per cm")
print(f"Net density: {n_net * NM_PER_CM:.2e} per cm")
print(f"Total density: {n_total * NM_PER_CM:.2e} per cm")
print(f"Length of interface per excess line: {1 / n_net:.1f} nm")
print(f"Tilt from net density: {theta:.4e} rad")
print(f"Tilt from net density: {deg(theta):.4f} deg")
print(f"Tilt from finite-element film: {deg(fe_tilt):.4f} deg")
print(f"Largest finite-angle correction: {deg(finite_angle):.1e} deg")
print(f"Film thickness: {film_thickness:.0f} nm")
print(f"Poisson ratio: {nu:.2f}")
print(f"Misfit f: {100 * f:.2f} percent")
print(f"Misfit relieved: {100 * relief:.3f} percent")
print(f"Misfit left as strain: {100 * (f - relief):.3f} percent")
print(f"Out-of-plane lattice mismatch eps_zz: {100 * eps_zz:.3f} percent")
print(f"Miscut angle: {deg(miscut):.1f} deg")
print(f"Tilt added by miscut, size: {deg(miscut_tilt):.4f} deg")
print(f"Miscut tilt / dislocation tilt: {miscut_tilt / theta:.3f}")
print(f"Total tilt, miscut +2 deg: {deg(tilt_up):.4f} deg")
print(f"Total tilt, miscut -2 deg: {deg(tilt_down):.4f} deg")
print(f"Averaging window: {window / 1000:.0f} micrometre")
print(f"Random scatter of tilt, formula: {deg(scatter):.4f} deg")
print(f"Random scatter of tilt, sampled: {deg(local_tilt.std()):.4f} deg")
print(f"Largest surface ripple, 2 nm mesh: {deg(ripple):.4f} deg")
print(f"Largest surface ripple, 4 nm mesh: {deg(ripple_coarse):.4f} deg")
print("checks complete")
```

Running it gives:

```
Out-of-plane Burgers component b_z: 0.280 nm
Lattice parameter a = 2 b_z: 0.560 nm
In-plane edge component b_x: 0.1980 nm
Burgers vector length: 0.3960 nm
Number of 60-degree Burgers vectors: 8
Density n_plus: 2.00e+05 per cm
Density n_minus: 1.00e+05 per cm
Net density: 1.00e+05 per cm
Total density: 3.00e+05 per cm
Length of interface per excess line: 100.0 nm
Tilt from net density: 2.8000e-03 rad
Tilt from net density: 0.1604 deg
Tilt from finite-element film: 0.1604 deg
Largest finite-angle correction: 4.2e-07 deg
Film thickness: 100 nm
Poisson ratio: 0.31
Misfit f: 1.00 percent
Misfit relieved: 0.594 percent
Misfit left as strain: 0.406 percent
Out-of-plane lattice mismatch eps_zz: 1.365 percent
Miscut angle: 2.0 deg
Tilt added by miscut, size: 0.0273 deg
Miscut tilt / dislocation tilt: 0.170
Total tilt, miscut +2 deg: 0.1333 deg
Total tilt, miscut -2 deg: 0.1879 deg
Averaging window: 10 micrometre
Random scatter of tilt, formula: 0.0278 deg
Random scatter of tilt, sampled: 0.0278 deg
Largest surface ripple, 2 nm mesh: 0.0094 deg
Largest surface ripple, 4 nm mesh: 0.0093 deg
checks complete
```
